# One-cycle-per-fringe error from reference-frequency leakage in a heterodyne interferometer: a program that tests the result

```python
"""
Result under test: light of the reference frequency that leaks into the
measurement arm of a heterodyne interferometer gives the displacement error
    e(d) = -(1/(2 k2)) atan( eps sin(psi) / (1 + eps cos(psi)) ),
    psi = 2 k1 d + delta,
which for small eps is -(lambda/(4 pi)) eps sin(psi), one cycle per fringe.

Symbols
  d       target displacement (nm); the optical path changes by 2 d
  k1, k2  wavenumbers (rad/nm) of reference and measurement frequencies
  eps     leaked / proper amplitude of the reference frequency at the detector
  delta   phase of the leak at d = 0
  rho     measurement-arm / reference-arm amplitude transmission
  theta   tilt of the polarization of the reference frequency
The independent road squares real oscillating fields and demodulates them.
"""
import numpy as np
from scipy.constants import c

pi = np.pi


def beat_phasor(d, k1, k2, ref1, meas1, ref2, meas2, delta=0.0, n1=40, n2=43):
    """Square the real total field and project it on the beat frequency.
    ref/meas: amplitudes at the detector from each arm, for frequencies 1, 2.
    n1, n2: carrier cycles in the record, standing in for optical carriers."""
    t = 2 * pi * np.arange(256) / 256
    x = np.asarray(d)[:, None]
    field = (ref1 * np.cos(n1 * t) + meas1 * np.cos(n1 * t - 2 * k1 * x - delta)
             + ref2 * np.cos(n2 * t) + meas2 * np.cos(n2 * t - 2 * k2 * x))
    return 2 * np.mean(field**2 * np.exp(1j * (n2 - n1) * t), axis=1)


def reading(phasor, k2):
    """Displacement reported by a phase meter that counts fringes."""
    return np.unwrap(np.angle(phasor)) / (2 * k2)


def error_formula(psi, eps, k2):
    return -np.arctan2(eps * np.sin(psi), 1 + eps * np.cos(psi)) / (2 * k2)


# ---------------- inputs of the example ----------------
wavelength = 633.0            # nm
split = 2.0e6                 # Hz
theta_deg = 2.0
rho = 0.9
k2 = 2 * pi / wavelength
k1 = k2 - 2 * pi * split / (c * 1e9)
theta = np.radians(theta_deg)
tau = np.tan(theta)
eps = rho * tau
scale = wavelength / (4 * pi)  # nm of displacement per rad of phase
fringe = wavelength / 2

# ---------------- period set by k1: exaggerated frequency split ----------------
d_long = np.linspace(0, 5 * fringe, 801)
k1_big = k2 * 40 / 43
for strength in (0.03, 0.4):
    sim = reading(beat_phasor(d_long, k1_big, k2, 1, strength, 0, 0.8, 0.7), k2) - d_long
    assert np.max(abs(sim - error_formula(2 * k1_big * d_long + 0.7, strength, k2))) < 1e-8
    wrong = error_formula(2 * k2 * d_long + 0.7, strength, k2)
    assert np.max(abs(sim - wrong)) > 0.5 * np.max(abs(sim))

# ---------------- the example over one fringe ----------------
N = 2000
d = fringe * np.arange(N) / N
phi = 2 * k2 * d


def harmonic(err, m):
    """Coefficient of sin(m phi) in an error sampled over one fringe."""
    return 2 * np.mean(err * np.sin(m * phi))


def simulated_error(ref1, meas1, ref2, meas2, **kw):
    return reading(beat_phasor(d, k1, k2, ref1, meas1, ref2, meas2, **kw), k2) - d


s1, p1 = np.cos(theta), np.sin(theta)
err = simulated_error(s1, rho * p1, 0, rho)
first_order = -scale * eps * np.sin(phi)
h1, h2 = harmonic(err, 1), harmonic(err, 2)
peak = np.max(abs(err))
remainder = np.max(abs(err - first_order))
assert np.max(abs(err - error_formula(2 * k1 * d, eps, k2))) < 1e-8
assert abs(h1 + scale * eps) < 1e-6
assert abs(h2 - scale * eps**2 / 2) < 1e-6
assert abs(np.mean(err)) < 1e-6
assert abs(peak - scale * np.arcsin(eps)) < 1e-5   # finite grid of positions
assert remainder < 0.6 * scale * eps**2

# Strength of the measurement frequency and sign of the beat do not matter
assert np.max(abs(simulated_error(s1, rho * p1, 0, 0.2) - err)) < 1e-8
assert np.max(abs(simulated_error(s1, rho * p1, 0, rho, n1=43, n2=40) - err)) < 1e-8
# A target returning half the amplitude halves the one-cycle error
weak = harmonic(simulated_error(s1, 0.5 * rho * p1, 0, 0.5 * rho), 1)
assert abs(weak / h1 - 0.5) < 1e-6

# ---------------- diagnosis from beat amplitudes ----------------
amp = abs(beat_phasor(d, k1, k2, s1, rho * p1, 0, rho))
ripple = (amp.max() - amp.min()) / (amp.max() + amp.min())
blocked = abs(beat_phasor(d, k1, k2, 0, rho * p1, 0, rho))
blocked_ratio = blocked.mean() / ((amp.max() + amp.min()) / 2)
assert abs(ripple - eps) < 1e-6
assert abs(blocked_ratio - eps) < 1e-6

# ---------------- both polarizations rolled together ----------------
roll = {}
for r in (1.0, rho):
    e_roll = simulated_error(s1, r * p1, -p1, r * s1)
    roll[r] = (harmonic(e_roll, 1), harmonic(e_roll, 2))
    assert abs(roll[r][0] - scale * tau * (1 / r - r)) < 1e-6
    assert abs(roll[r][1] - scale * tau**2 * (r**2 + 1 / r**2) / 2) < 1e-6

# ---------------- readings across a fringe ----------------
d_tab = fringe * np.arange(9) / 8
read_tab = reading(beat_phasor(d_tab, k1, k2, s1, rho * p1, 0, rho), k2)
step_true = d_tab[6] - d_tab[2]
step_read = read_tab[6] - read_tab[2]
assert abs(step_read - step_true - 2 * scale * np.arctan(eps)) < 1e-6

# ---------------- neglected effects ----------------
# Stray reflection of the measurement frequency, fully overlapped
ghost_power = 1e-3
ghost = abs(harmonic(simulated_error(1, 0, np.sqrt(ghost_power), rho), 1))
assert abs(ghost - scale * np.sqrt(ghost_power) / rho) < 1e-6

# Uniform target motion during one reading, demodulated at the fixed beat
speed = 1.0e6                 # nm/s
beats = 20
window = beats / split        # s
samples = beats * 64
t = (np.arange(samples) + 0.5) / samples * window - window / 2
omega = 2 * pi * split
d_mid = d[::5]
x = d_mid[:, None] + speed * t
env = s1 + rho * p1 * np.exp(2j * k1 * x) + rho * np.exp(1j * (2 * k2 * x - omega * t))
moving = reading(np.mean(abs(env)**2 * np.exp(1j * omega * t), axis=1), k2) - d_mid
motion_change = np.max(abs(moving - err[::5]))
assert motion_change < 0.1 * peak

# Air warming at constant pressure in the dead path (ideal-gas refractivity)
refractivity, air_T, warming, dead_mm = 2.7e-4, 293.0, 0.1, 20.0
air_drift = dead_mm * 1e6 * refractivity * (1 - air_T / (air_T + warming))

# Slip of the ripple against the fringes of the measurement frequency
travel_mm = 100.0
slip = 2 * (k2 - k1) * travel_mm * 1e6
slip_error = scale * eps * 2 * np.sin(slip / 2)
assert slip_error < 0.05 * peak

# ---------------- output ----------------
print(f"wavelength: {wavelength:.1f} nm; fringe: {fringe:.2f} nm")
print(f"frequency split: {split/1e6:.1f} MHz")
print(f"polarization tilt: {theta_deg:.1f} degrees; tan: {tau:.5f}")
print(f"arm amplitude ratio rho: {rho:.2f}")
print(f"leak amplitude ratio eps: {eps:.5f}")
print(f"leak power ratio eps^2: {eps**2:.3e}")
print(f"displacement per radian: {scale:.3f} nm/rad")
print(f"first-order peak error: {scale*eps:.4f} nm")
print(f"simulated peak error: {peak:.4f} nm")
print(f"simulated peak-to-valley error: {np.ptp(err):.4f} nm")
print(f"one-cycle sine coefficient: {h1:.4f} nm")
print(f"two-cycle sine coefficient: {h2:.4f} nm")
print(f"largest first-order remainder: {remainder:.4f} nm")
print("true displacement, reading, error (nm):")
for a, b in zip(d_tab, read_tab):
    print(f"  {a:8.3f} {b:8.3f} {b - a + 0.0:8.3f}")
print(f"quarter-wave step, true: {step_true:.3f} nm")
print(f"quarter-wave step, read: {step_read:.3f} nm")
print(f"quarter-wave step, error: {step_read-step_true:.3f} nm")
print(f"beat-amplitude ripple ratio: {ripple:.5f}")
print(f"beat ratio, reference arm blocked: {blocked_ratio:.5f}")
print(f"roll, rho=1: one-cycle size {abs(roll[1.0][0]):.4f} nm")
print(f"roll, rho=1: two-cycle size {abs(roll[1.0][1]):.4f} nm")
print(f"roll, rho={rho}: one-cycle size {abs(roll[rho][0]):.4f} nm")
print(f"roll, rho={rho}: two-cycle size {abs(roll[rho][1]):.4f} nm")
print(f"stray reflection power: {ghost_power:.1e} of reference-arm power")
print(f"stray reflection, one-cycle size: {ghost:.3f} nm")
print(f"target speed: {speed/1e6:.1f} mm/s; window: {window*1e6:.1f} us")
print(f"largest change from motion: {motion_change:.4f} nm")
print(f"air: n-1 = {refractivity:.1e}, {air_T:.0f} K, warming {warming:.1f} K")
print(f"dead path: {dead_mm:.0f} mm; drift size: {air_drift:.3f} nm")
print(f"ripple slip over {travel_mm:.0f} mm: {slip:.5f} rad")
print(f"largest error change from slip: {slip_error:.4f} nm")
print("every check passed")
```

Output:

```
wavelength: 633.0 nm; fringe: 316.50 nm
frequency split: 2.0 MHz
polarization tilt: 2.0 degrees; tan: 0.03492
arm amplitude ratio rho: 0.90
leak amplitude ratio eps: 0.03143
leak power ratio eps^2: 9.878e-04
displacement per radian: 50.373 nm/rad
first-order peak error: 1.5831 nm
simulated peak error: 1.5834 nm
simulated peak-to-valley error: 3.1668 nm
one-cycle sine coefficient: -1.5831 nm
two-cycle sine coefficient: 0.0249 nm
largest first-order remainder: 0.0253 nm
true displacement, reading, error (nm):
     0.000    0.000    0.000
    39.562   38.468   -1.095
    79.125   77.542   -1.583
   118.688  117.543   -1.145
   158.250  158.250   -0.000
   197.812  198.957    1.145
   237.375  238.958    1.583
   276.938  278.032    1.095
   316.500  316.500    0.000
quarter-wave step, true: 158.250 nm
quarter-wave step, read: 161.415 nm
quarter-wave step, error: 3.165 nm
beat-amplitude ripple ratio: 0.03143
beat ratio, reference arm blocked: 0.03143
roll, rho=1: one-cycle size 0.0000 nm
roll, rho=1: two-cycle size 0.0614 nm
roll, rho=0.9: one-cycle size 0.3714 nm
roll, rho=0.9: two-cycle size 0.0628 nm
stray reflection power: 1.0e-03 of reference-arm power
stray reflection, one-cycle size: 1.770 nm
target speed: 1.0 mm/s; window: 10.0 us
largest change from motion: 0.0455 nm
air: n-1 = 2.7e-04, 293 K, warming 0.1 K
dead path: 20 mm; drift size: 1.842 nm
ripple slip over 100 mm: 0.00838 rad
largest error change from slip: 0.0133 nm
every check passed
```
